\section*{Surface spin accumulation in thick platinum carrying a current}

\section*{Problem}

A platinum film lies in the $x$--$y$ plane and carries a charge current density $j=10^{11}\ \mathrm{A/m^2}$ along $x$. Its resistivity is $\rho=20\ \mu\Omega\,\mathrm{cm}$, its spin Hall angle $\theta=0.1$ and its spin diffusion length $\lambda=1.5\ \mathrm{nm}$. The film is much thicker than $\lambda$, and its surfaces neither absorb nor flip spin. Estimate the difference $\mu_s=\mu_\uparrow-\mu_\downarrow$ between the electrochemical potentials of the two spin directions at the surface. Then find how the answer changes when the film is thin, when a magnet touches it, and when the mean free path is not short.

\section*{Solution}

\subsection*{Two channels and their currents}

The film occupies $0<z<d$. The electron charge is $-e$, and spin is measured along the $y$ axis. Dividing the electrochemical potentials by $e$ gives $V_\alpha=\mu_\alpha/e$ in volts, with $\alpha=+1$ for up and $-1$ for down. An electron feels the force $-\nabla\mu_\alpha$. Because its charge is negative, the charge current points along $+\nabla V_\alpha$. Each channel carries half the conductivity $\sigma=1/\rho$.

Along $x$ the gradient is the electric field, $\partial_xV_\alpha=E$. It is the same for both spins, since otherwise their difference would grow along the film. It is also independent of $z$: nothing else varies along $x$, so $\partial_z\partial_xV_\alpha=\partial_x\partial_zV_\alpha=0$.

Spin--orbit coupling deflects the two spins to opposite sides. In a material that is isotropic about the spin axis, the off-diagonal conductivities are antisymmetric, so
\begin{align}
j_{z,\alpha}&=\frac{\sigma}{2}\left(V_\alpha'+\alpha\theta E\right), \label{jz}\\
j_{x,\alpha}&=\frac{\sigma}{2}\left(E-\alpha\theta V_\alpha'\right), \label{jx}
\end{align}
where a prime means $d/dz$. ``Up'' is the direction along $\pm y$ that makes $\theta$ positive here.

In the steady state the total charge current along $z$ is uniform, and it vanishes at the surfaces. Adding the channels in (\ref{jz}) cancels the Hall terms and leaves $V_\uparrow'+V_\downarrow'=0$: there is no transverse Hall voltage. Subtracting them gives the spin current in charge units,
\begin{equation}
j_s=j_{z,\uparrow}-j_{z,\downarrow}=\frac{\sigma}{2}V_s'+\theta\sigma E,\qquad V_s=\frac{\mu_s}{e}. \label{js}
\end{equation}
The second term is the spin Hall drive, the first is diffusion.

\subsection*{Spin balance}

Let $s=n_\uparrow-n_\downarrow$ be the spin density in number of electrons, and $N$ the density of states per volume and energy for both spins together. Charge neutrality splits the potentials symmetrically, by $\pm\mu_s/2$. Each spin has density of states $N/2$, so to linear order
\begin{equation}
s=\frac N2\,\frac{\mu_s}{2}-\frac N2\left(-\frac{\mu_s}{2}\right)=\frac{N}{2}\,eV_s .
\end{equation}
The number flux of spin is $-j_s/e$. If $s$ relaxes in the time $\tau_s$, its balance is
\begin{equation}
\frac{\partial s}{\partial t}=\frac{1}{e}j_s'-\frac{s}{\tau_s}=0
\quad\Longrightarrow\quad
\frac{\sigma}{2}V_s''=\frac{e^2N}{2\tau_s}V_s .
\end{equation}
The drive has dropped out because $E$ is uniform. With the Einstein relation $\sigma=e^2ND$, where $D$ is the diffusion constant, this becomes
\begin{equation}
V_s''=\frac{V_s}{\lambda^2},\qquad \lambda^2=D\tau_s . \label{diff}
\end{equation}

\subsection*{Closed surfaces}

No spin leaves, so $j_s=0$ at $z=0$ and $z=d$. Equation (\ref{js}) then requires
\begin{equation}
V_s'(0)=V_s'(d)=-2\theta E . \label{bc}
\end{equation}
With $u=(z-d/2)/\lambda$, the general solution of (\ref{diff}) is $V_s=a\cosh u+b\sinh u$. Its slope is $(a\sinh u+b\cosh u)/\lambda$. Equal slopes at $u=\pm d/2\lambda$ force $a=0$, and their value gives $b=-2\theta E\lambda/\cosh(d/2\lambda)$. Hence
\begin{equation}
V_s(z)=2\theta E\lambda\,\frac{\sinh[(d/2-z)/\lambda]}{\cosh(d/2\lambda)},\qquad
V_s(0)=2\theta E\lambda\tanh\frac{d}{2\lambda}. \label{film}
\end{equation}
The accumulation has opposite signs at the two surfaces. For $d\gg\lambda$ the profile near $z=0$ becomes $2\theta E\lambda e^{-z/\lambda}$. Setting $E=\rho j$,
\begin{equation}
\mu_s(0)=2e\theta\rho j\lambda . \label{result}
\end{equation}
The factor 2 comes from each channel having half the conductivity: back-diffusion needs the slope $2\theta E$ to stop a spin current $\theta\sigma E$.

\subsection*{The number}

The resistivity is $2.0\times10^{-7}\ \Omega\,\mathrm{m}$, so
\begin{align}
E&=(2.0\times10^{-7})(10^{11})\ \mathrm{V/m}=2.0\times10^4\ \mathrm{V/m},\\
E\lambda&=(2.0\times10^4)(1.5\times10^{-9})\ \mathrm{V}=30\ \mu\mathrm{V},\\
\mu_s(0)&=2(0.1)(30\ \mu\mathrm{eV})=6.0\ \mu\mathrm{eV}\quad(9.6\times10^{-25}\ \mathrm{J}).
\end{align}
The accumulation is therefore several microelectronvolts. If it is defined as half the difference of the potentials, the same state is described by $3.0\ \mu\mathrm{eV}$, so the definition must accompany the number.

A numerical solution of the two separate channels in a 20 nm film gives $6.00\ \mu\mathrm{eV}$ at the surface, and $2.21$, $0.81$ and $0.30\ \mu\mathrm{eV}$ at depths of 1.5, 3.0 and 4.5 nm. The accumulation falls by a factor of about $e$ over each diffusion length.

The ratio of $\mu_s$ to the thermal energy at 300 K, $25.85\ \mathrm{meV}$, is $2.3\times10^{-4}$, so linear response in $\mu_s$ is justified. For another scale, a magnetic field $B$ splits the spin energies by $2\mu_BB$ (for $g=2$), where $\mu_B$ is the Bohr magneton. A splitting of $6.0\ \mu\mathrm{eV}$ needs about 52 mT.

\subsection*{How thick is thick?}

By (\ref{film}), the surface value reaches 99\% of its thick limit when $d=2\lambda\,\mathrm{artanh}\,0.99=7.9$ nm. In the opposite limit, $d\ll\lambda$, $\tanh x\simeq x$ gives $V_s(0)\simeq\theta Ed$. Relaxation then has no room to act: the slope is $-2\theta E$ throughout, and $\lambda$ disappears from the answer. At $d=3$ nm this linear law would give $6\ \mu\mathrm{eV}$, while (\ref{film}) gives $4.57\ \mu\mathrm{eV}$, so that film is not yet in the thin limit. These are results of diffusion theory, and such thicknesses are comparable to the mean free path. The kinetic model below gives 3.9 to $4.3\ \mu\mathrm{eV}$ at 3 nm and reaches 99\% of its thick value near 10 nm.

\subsection*{Reaction on the charge current}

Adding the channels in (\ref{jx}) gives
\begin{equation}
j_x(z)=\sigma E-\frac{\theta\sigma}{2}V_s'(z).
\end{equation}
At a closed surface (\ref{bc}) makes this $\sigma E(1+\theta^2)$, a local increase of 1\%. For the film average, integrate the slope and use $V_s(d)=-V_s(0)$:
\begin{equation}
\frac1d\int_0^dj_x\,dz=\sigma E+\frac{\theta\sigma}{d}V_s(0)
=\sigma E\left[1+\theta^2\frac{2\lambda}{d}\tanh\frac{d}{2\lambda}\right].
\end{equation}
For 20 nm the increase is 0.15\%, which in diffusion theory is the error made by setting $E=\rho j$ with $j$ the average current density. Diffuse surface scattering is a larger effect: with a mean free path of 2 nm it lowers the average current of this film by about 4\%, unless $\rho$ is the value measured on the film itself.

Energy conservation confirms the sign. The Hall terms do no work, so diffusion dissipates $\sigma V_s'^2/4$ per volume. Spin relaxation turns over $s/2\tau_s$ electrons per volume and time, each releasing $eV_s$, which gives $\sigma V_s^2/4\lambda^2$. Since $V_s/\lambda^2=V_s''$, the sum is a total derivative:
\begin{equation}
\frac{\sigma}{4}\int_0^d\left(V_s'^2+V_sV_s''\right)dz
=\frac{\sigma}{4}\Big[V_sV_s'\Big]_0^d
=\theta\sigma E\,V_s(0).
\end{equation}
This equals $E$ times the extra current per unit width, $\theta\sigma V_s(0)$. The field supplies exactly the heat that the spins dissipate.

\subsection*{A contact that absorbs spin}

Let a contact at $z=0$ absorb the spin current $j_s(0)=GV_s(0)$. The sign is right: positive $j_s$ means that up electrons, being negatively charged, move towards $-z$ and leave the film. In a thick film $V_s'(0)=-V_s(0)/\lambda$, so (\ref{js}) gives
\begin{equation}
\theta\sigma E=\left(G+\frac{\sigma}{2\lambda}\right)V_s(0)
\quad\Longrightarrow\quad
V_s(0)=\frac{2\theta E\lambda}{1+2\rho\lambda G}.
\end{equation}
The second form follows on multiplying by $2\rho\lambda$. A rough value for a contact with a metallic ferromagnet, magnetized perpendicular to the spin axis, is $G=5\times10^{14}\ \mathrm{S/m^2}$. Then $2\rho\lambda G=0.30$, the reduction factor is 0.77, and $4.6\ \mu\mathrm{eV}$ remains. The value of $G$ depends on the interface; doubling it lowers the factor to 0.63.

\subsection*{When the mean free path is not short}

Diffusion requires a mean free path $l\ll\lambda$. In platinum of this resistivity $l$ is roughly 2 nm, so the condition fails. A simple kinetic model shows what this does to the estimate.

Let electrons move with one speed $v$ and direction cosine $m$ along $z$, and scatter isotropically. Let $g(z,m)$ be the difference between the up and down distributions, expressed as an energy, so that its average over $m$ is $\langle g\rangle=\mu_s$. With a spin-dependent force $K$ as the Hall drive,
\begin{equation}
m\frac{\partial g}{\partial z}=-\frac{g-c\langle g\rangle}{l}+mK . \label{kin}
\end{equation}
Averaging over $m$ gives $d\langle mg\rangle/dz=-(1-c)\langle g\rangle/l$. The spin loss must be $\langle g\rangle/(v\tau_s)$, so $1-c=l/(v\tau_s)$. With $D=vl/3$ and $\lambda^2=D\tau_s$ this becomes $1-c=l^2/(3\lambda^2)$.

To fix $K$, multiply (\ref{kin}) by $m$ and average. For a nearly isotropic $g$, $\langle m^2g\rangle\simeq\mu_s/3$, and the flux is $\langle mg\rangle\simeq-(l/3)(\mu_s'-K)$. It vanishes at the slope required by (\ref{bc}) if $K=-2e\theta E$.

One result does not depend on $l$ in this model. Deep inside, $g=lmK$ and $\langle mg\rangle=lK/3$; at a closed surface $\langle mg\rangle=0$. Integrating the spin balance over a half-space gives
\begin{equation}
\frac{lK}{3}=-\frac{l}{3\lambda^2}\int_0^\infty\mu_s\,dz
\quad\Longrightarrow\quad
\int_0^\infty\mu_s\,dz=2e\theta E\lambda^2 .
\end{equation}
The integrated accumulation is that of diffusion theory; its distribution over depth can change.

For a mirror-like surface, $g(0,m)=g(0,-m)$, the surface value can be found explicitly. Extend the solution to $z<0$ by $g(-z,-m)=g(z,m)$. The surface condition becomes continuity, and the drive becomes $mK\,\mathrm{sgn}(z)$. The Fourier transform of $\mathrm{sgn}(z)$ is $2/(ik)$, so
\begin{equation}
g_k=\frac{c\langle g\rangle_k+2lmK/(ik)}{1+iklm}.
\end{equation}
The averages needed are $\langle1/(1+iklm)\rangle=A$, with $A=\arctan(kl)/(kl)$, and $\langle m/(1+iklm)\rangle=(1-A)/(ikl)$. Therefore $\langle g\rangle_k(1-cA)=-2K(1-A)/k^2$, and transforming back at $z=0$,
\begin{equation}
\mu_s(0)=\frac{4e\theta E}{\pi}\int_0^\infty\frac{1-A}{k^2(1-cA)}\,dk .
\end{equation}
For small $l$, $1-A\simeq k^2l^2/3$ and $1-cA\simeq(l^2/3)(k^2+\lambda^{-2})$. The integral tends to $\pi\lambda/2$, which restores (\ref{result}).

For $l=2$ nm the integral gives 0.90 times the diffusion value, or $5.4\ \mu\mathrm{eV}$. A diffuse surface, which randomizes directions but preserves spin, gives a factor 1.01, or $6.0\ \mu\mathrm{eV}$, from a numerical solution of (\ref{kin}). This near agreement is a numerical finding, not an exact law. Both factors assume that $K$ is uniform up to the surface. A diffuse surface also halves the drift along $x$ at the wall; if the drive follows this local current, the factor is 0.86, or $5.2\ \mu\mathrm{eV}$. The estimate for a thick film thus survives to about 15\% outside the strict range of diffusion theory, within a model that does not describe the band structure behind the spin Hall effect.

Deep in the film the relative change is larger. The local decay length of the kinetic solution grows with depth and tends to 2.0 nm far from the surface, where diffusion theory has 1.5 nm throughout. Here $\lambda$ means $\sqrt{D\tau_s}$, and a length read from a measured decay need not be the same quantity.

\section*{Cases compared}

The table holds $E$, $\rho$, $\theta$ and $\lambda$ fixed. The first five rows use diffusion theory.

\begin{center}
\begin{tabular}{lc}
\hline
Case & $\mu_s(0)$ ($\mu$eV)\\
\hline
Closed film, $d=3$ nm & 4.57\\
Closed film, $d=5$ nm & 5.59\\
Closed film, $d=10$ nm & 5.98\\
Closed film, $d=20$ nm & 6.00\\
Thick film, magnetic contact & 4.6\\
Thick film, $l=2$ nm, mirror-like surface & 5.4\\
Thick film, $l=2$ nm, diffuse surface & 6.0\\
\hline
\end{tabular}
\end{center}

\section*{Beside a real film}

The given parameters are in the usual range for platinum films, but values inferred for $\theta$ and $\lambda$ differ between samples and methods by factors of a few. Equation (\ref{result}) contains the product $\theta\lambda$, so this uncertainty can outweigh the corrections in the table, unless a larger $\theta$ comes with a smaller $\lambda$ and the deviations largely cancel. A device with platinum a few nanometres thick against a ferromagnet breaks the assumptions of thickness and closed surfaces. Taken separately, and in diffusion theory, a thickness of 5 nm lowers the estimate by 7\% and the contact by 23\%. Thin films also tend to have a higher resistivity, which the table does not include. If $\lambda$ falls as $1/\rho$ between samples, the product $\rho\lambda$ stays fixed, and at given $j$ the accumulation in a thick film follows $\theta$ alone; in a thin film $d/\lambda$ changes as well.

Two side effects grow with thickness at fixed $j$. A wide 20 nm film produces at its surface the magnetic field $\mu_0jd/2=1.26$ mT, directed along the spin axis. Its Zeeman splitting is $0.145\ \mu\mathrm{eV}$, or 2.4\% of $\mu_s(0)$. A static field leaves the electrochemical potentials equal in equilibrium, but it adds to or subtracts from the spin density, which matters if density is what is measured.

The same film sends the heat flux $\rho j^2d=4.0\times10^7\ \mathrm{W/m^2}$ into its substrate. Across 100 nm of oxide with a thermal conductivity of roughly $1.4\ \mathrm{W/(m\,K)}$, this causes a temperature drop of about 2.9 K, before any heating of the substrate below. At ten times the thickness both effects are ten times larger, while the surface accumulation stays the same apart from the effect of the higher temperature on $\rho$, $\theta$ and $\lambda$. For this estimate, ``thick'' therefore means about 10 to 20 nm; more platinum adds heat and magnetic field but no further accumulation. The numerical output below lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
Spin Hall angle: 0.10
Resistivity: 20.0 microohm cm
Spin diffusion length: 1.50 nm
Current density: 1.0e+11 A/m^2
Film thickness of example: 20.0 nm
Electric field: 2.000e+04 V/m
Bulk spin current, charge units: 1.00e+10 A/m^2
Voltage drop over one diffusion length: 30.00 microvolt
Surface accumulation, thick formula: 6.000 microeV
Surface accumulation, numerical film: 6.001 microeV
Half-difference convention: 3.000 microeV
Surface accumulation in joule: 9.613e-25 J
Numerical accumulation at depth 1.5 nm: 2.208 microeV
Numerical accumulation at depth 3.0 nm: 0.812 microeV
Numerical accumulation at depth 4.5 nm: 0.299 microeV
Surface value for thickness 3 nm: 4.570 microeV
Surface value for thickness 5 nm: 5.587 microeV
Surface value for thickness 10 nm: 5.985 microeV
Surface value for thickness 20 nm: 6.000 microeV
Thickness reaching 99 percent of thick value: 7.94 nm
Zeeman field giving the same splitting (g=2): 51.8 mT
Local current increase at surface: 1.00 percent
Film-average current increase: 0.150 percent
Mean free path, rough input: 2.0 nm
Kinetic/diffusion surface ratio, specular: 0.903
Kinetic surface accumulation, specular: 5.42 microeV
Kinetic/diffusion surface ratio, diffuse: 1.007
Kinetic surface accumulation, diffuse: 6.04 microeV
Kinetic far decay length: 2.03 nm
Contact spin conductance, rough input: 5.0e+14 S/m^2
Contact reduction factor: 0.769
Surface accumulation with contact: 4.62 microeV
Own magnetic field at surface: 1.26 mT
Zeeman splitting by own field: 0.145 microeV
Heat flux into substrate: 4.00e+07 W/m^2
Oxide thickness: 100 nm
Oxide heat conductivity, rough input: 1.4 W/(m K)
Temperature drop across oxide: 2.86 K
Temperature of use: 300 K
Thermal energy: 25.85 meV
Accumulation / thermal energy: 2.32e-04 (no unit)
\end{verbatim}
